\section*{Optimal splitting and N^(3/2) cost of the plain Ewald sum}

\section{A factor of 27 in size, a factor of 141 in cost}

A periodic box of 4096 model ions needs 0.0373 s for one evaluation of its Ewald forces. At the same density and accuracy parameter, 110592 ions need 5.2754 s. The number of ions has grown by 27 and the cost by 141. Linear growth would give 27 and quadratic growth $27^2=729$; the observed factor is close to $27^{3/2}=140$. Both times are operation counts multiplied by fixed unit costs, each at the best splitting parameter found for that size. This appendix derives that parameter, the power $3/2$ and its prefactor, and the conditions under which they hold.

Hartree atomic units are used, except that times are in seconds or nanoseconds. There are $N$ charges $q_i$ in a cube of edge $L$ and volume $V=L^3$, with $\sum_i q_i=0$, $Q=\sum_i q_i^2$ and density $\rho=N/V$. When $N$ varies, $\rho$ and $Q/N$ stay fixed.

\section{The two sums}

The Coulomb kernel is split by a parameter $\alpha>0$:
\begin{equation}
\frac1r=\frac{\operatorname{erfc}(\alpha r)}{r}+\frac{\operatorname{erf}(\alpha r)}{r}.
\end{equation}
The first part is short-ranged and is summed over pairs. The second is smooth and is summed over waves. Its Fourier transform follows from Poisson's equation. For $r>0$,
\begin{equation}
\nabla^2\frac{\operatorname{erf}(\alpha r)}{r}
=\frac1r\frac{d^2}{dr^2}\operatorname{erf}(\alpha r)
=-4\pi\,\frac{\alpha^3}{\pi^{3/2}}e^{-\alpha^2r^2},
\end{equation}
and the function is regular at $r=0$, so it is the potential of a unit Gaussian charge. That charge has the transform $e^{-k^2/4\alpha^2}$, and $k^2\hat\phi=4\pi\hat\rho$ gives $\hat\phi(k)=4\pi e^{-k^2/4\alpha^2}/k^2$.

A periodic sum of a function equals $V^{-1}\sum_{\mathbf k}\hat\phi(k)e^{i\mathbf k\cdot\mathbf r}$, with $\mathbf k=2\pi\mathbf n/L$. The term $\mathbf k=0$ depends on how the surface of the large sample is treated; conducting boundary conditions set it to zero. The wave sum also contains each ion acting on itself. Since $\operatorname{erf}(\alpha r)/r\to2\alpha/\sqrt\pi$ as $r\to0$, this adds $\frac12Q\,(2\alpha/\sqrt\pi)$, which must be subtracted. Hence
\begin{equation}
E=\frac12\sum_{i,j}{}^{'}q_iq_j\frac{\operatorname{erfc}(\alpha r_{ij})}{r_{ij}}
+\frac{2\pi}{V}\sum_{\mathbf k\ne0}\frac{e^{-k^2/4\alpha^2}}{k^2}|S(\mathbf k)|^2-\frac{\alpha}{\sqrt\pi}Q,
\end{equation}
where $S(\mathbf k)=\sum_jq_je^{i\mathbf k\cdot\mathbf r_j}$. The first sum includes periodic images, and the prime omits an ion paired with itself in the same cell.

With $\mathbf r_{ij}=\mathbf r_i-\mathbf r_j$, minus the gradient with respect to $\mathbf r_i$ gives the forces
\begin{align}
\mathbf F_i^{R}&=q_i\sum_jq_jf(r_{ij})\frac{\mathbf r_{ij}}{r_{ij}},\quad
f(r)=\frac{\operatorname{erfc}(\alpha r)}{r^2}+\frac{2\alpha}{\sqrt\pi}\frac{e^{-\alpha^2r^2}}{r},\\
\mathbf F_i^{K}&=\frac{8\pi q_i}{V}\sum_{\mathbf k}^{\rm half}\frac{\mathbf k}{k^2}e^{-k^2/4\alpha^2}\sum_jq_j\sin(\mathbf k\cdot\mathbf r_{ij}).
\end{align}
The vectors $\mathbf k$ and $-\mathbf k$ contribute equally, so one of each pair is kept and the prefactor $4\pi$ becomes $8\pi$.

The untruncated result does not depend on $\alpha$. In a random system of 1000 ions, changing $\alpha$ from 0.2154 to 0.3016 bohr$^{-1}$ with generous cutoffs altered no force component by more than $2.4\times10^{-12}\,E_h$/bohr. The parameter is therefore free to be chosen for speed.

\section{What fixed accuracy means}

Both sums are cut off through one number $s$:
\begin{equation}
r_c=\frac{s}{\alpha},\qquad k_c=2s\alpha.
\end{equation}
Both damping factors, $e^{-\alpha^2r_c^2}$ and $e^{-k_c^2/4\alpha^2}$, then equal $e^{-s^2}$. Equal exponentials do not by themselves ensure equal force errors, so the prefactors have to be found.

Assume that the other ions are uniformly distributed and that their charges are uncorrelated. Cross terms between different ions then average to zero. Take $r_c$ below $L/2$ by more than the short decay length of the tail, so that the integral may run to infinity. The mean square of the omitted real-space force is
\begin{equation}
\langle|\delta\mathbf F_i^R|^2\rangle=\frac{q_i^2Q}{V}\int_{r_c}^\infty4\pi r^2f(r)^2\,dr .
\end{equation}
For large $x$, $\operatorname{erfc}(x)\simeq e^{-x^2}/(x\sqrt\pi)$, so the first term of $f$ is smaller than the second by $1/(2\alpha^2r^2)$ and is dropped at leading order. Integration by parts gives
\begin{equation}
\int_a^\infty e^{-bx^2}dx\simeq\frac{e^{-ba^2}}{2ba},
\label{tail}
\end{equation}
with relative corrections of order $1/(2ba^2)$. With $b=2\alpha^2$ and $a=r_c$,
\begin{equation}
\int_{r_c}^\infty4\pi r^2f^2dr\simeq16\alpha^2\int_{r_c}^\infty e^{-2\alpha^2r^2}dr
\simeq\frac{4}{r_c}e^{-2s^2}=\frac{4\alpha}{s}e^{-2s^2}.
\end{equation}

For the omitted waves, a uniform average gives $\langle\sin(\mathbf k\cdot\mathbf r)\sin(\mathbf k'\cdot\mathbf r)\rangle=\frac12\delta_{\mathbf k\mathbf k'}$ within the half space. The half-space sum becomes $\frac12V/(2\pi)^3\int4\pi k^2dk=V/(4\pi^2)\int k^2dk$. Thus
\begin{align}
\langle|\delta\mathbf F_i^K|^2\rangle
&=q_i^2Q\,\frac{64\pi^2}{V^2}\,\frac12\sum_{k>k_c}^{\rm half}\frac{e^{-k^2/2\alpha^2}}{k^2}\notag\\
&\simeq\frac{8q_i^2Q}{V}\int_{k_c}^\infty e^{-k^2/2\alpha^2}dk
\simeq\frac{8q_i^2Q}{V}\,\frac{\alpha^2}{k_c}e^{-2s^2}.
\end{align}
The last step is (\ref{tail}) with $b=1/(2\alpha^2)$. Inserting $k_c=2s\alpha$ gives $\alpha^2/k_c=\alpha/(2s)$, and the two errors agree at leading order in $1/s^2$:
\begin{equation}
\delta F_i=2|q_i|\sqrt{\frac{Q\alpha}{sV}}\;e^{-s^2}\qquad\text{for each sum.}
\label{err}
\end{equation}
This is the reason for using one $s$ in both cutoffs.

In the random system with $\alpha=0.3016$ bohr$^{-1}$ and $s=3$, (\ref{err}) gives $7.83\times10^{-6}\,E_h$/bohr. The measured rms errors are $7.83\times10^{-6}$ for the real sum and $8.15\times10^{-6}$ for the reciprocal sum. The near-perfect first agreement is partly accidental: the dropped terms change the squared real-space error by about $1/s^2-1/(4s^2)=8\%$, hence the error by 4\%, and single samples of this size scatter by a few per cent. For the reciprocal sum the correction to the tail integral lowers the error by 1.3\%, but the discrete sum over the wave vectors of this box lies 3\% above (\ref{err}), which accounts for most of the measured excess. The error of the complete force is $1.06\times10^{-5}$, against $\sqrt2\,\delta F=1.11\times10^{-5}$ for independent errors. The two errors are not quite independent, since the same ions produce both omitted forces: the three measured values imply a correlation coefficient of about $-0.13$. Its sign is not general: the ensemble value oscillates with $s$, from about $-0.17$ at $s=2.9$ to $+0.18$ at $s=3.2$.

For correlated charges, as in a crystal or an ionic melt, the cross terms no longer average to zero. The prefactor in (\ref{err}) then changes, in general by different amounts for the two sums and in a way that depends on $\alpha$, so the two errors need not be equal at a common $s$. The estimate should then be checked against a calculation with larger $s$.

\section{Work and its minimum}

Let $t_r$ be the time per pair within $r_c$, and $t_k$ the time per ion and half-space vector, including both the accumulation of $S(\mathbf k)$ and that of the force. An ion has on average $\frac{4\pi}{3}r_c^3\rho$ neighbours, and each pair is treated once:
\begin{equation}
T_R=t_r\frac N2\,\frac{4\pi}{3}\frac{s^3}{\alpha^3}\frac NV=\frac{A}{\alpha^3},
\qquad A=\frac{2\pi}{3}\,\frac{t_rN^2s^3}{V}.
\end{equation}
The density of wave vectors is $V/(2\pi)^3$, and half of the sphere is needed:
\begin{equation}
T_K=t_kN\,\frac12\,\frac{V}{8\pi^3}\,\frac{4\pi}{3}(2s\alpha)^3=B\alpha^3,
\qquad B=\frac{2}{3\pi^2}\,t_kNVs^3 .
\end{equation}
Both counts replace lattice points in a sphere by its volume, which requires many neighbours and many wave vectors.

Completing the square,
\begin{equation}
\frac A{\alpha^3}+B\alpha^3=\left(\sqrt{\frac{A}{\alpha^3}}-\sqrt{B\alpha^3}\right)^2+2\sqrt{AB}.
\end{equation}
The square vanishes when $T_R=T_K$, so equal work is the minimum. Equality means $\alpha^6=A/B$:
\begin{equation}
\alpha_{\rm opt}^6=\frac{2\pi t_rN^2s^3}{3V}\cdot\frac{3\pi^2}{2t_kNVs^3}
=\pi^3\frac{t_rN}{t_kV^2},
\end{equation}
\begin{equation}
\boxed{\alpha_{\rm opt}=\sqrt\pi\left(\frac{t_rN}{t_kV^2}\right)^{1/6}}
\label{aopt}
\end{equation}
For the cost, $AB=\frac{2\pi}{3}\cdot\frac{2}{3\pi^2}\,t_rt_kN^3s^6=\frac{4}{9\pi}t_rt_kN^3s^6$, and therefore
\begin{equation}
\boxed{T_{\min}=2\sqrt{AB}=\frac{4}{3\sqrt\pi}\,s^3\sqrt{t_rt_k}\;N^{3/2}}
\label{tmin}
\end{equation}

The accuracy parameter cancels from $\alpha_{\rm opt}$, because a larger $s$ enlarges both spheres by the same factor. An implementation can thus fix $\alpha$ first and then find $s$ from (\ref{err}). The volume cancels from $T_{\min}$: in a dilute system the pair sum is cheaper and the wave sum dearer at given $\alpha$, and the product $AB$ does not change.

At fixed density $\alpha_{\rm opt}\propto N^{-1/6}$ and $r_c\propto N^{1/6}$. The number of neighbours grows as $r_c^3\propto N^{1/2}$, and the number of wave vectors as $V\alpha^3\propto N^{1/2}$. Each ion thus meets a number of partners proportional to $s^3\sqrt N$ in either space, which gives the power $3/2$. The prefactor is not small: in the worked case below, both numbers are about $14\sqrt N$.

\section{Worked case: 32768 ions}

Take charges $\pm1$, $\rho=0.01$ bohr$^{-3}$, $s=3$, $t_r=10$ ns and $t_k=5$ ns. These are chosen model values. The volume is $V=32768/0.01=3.2768\times10^6$ bohr$^3$, with $L=148.53$ bohr. Then
\begin{equation}
\alpha_{\rm opt}=1.7725\left(\frac{2\times32768}{(3.2768\times10^6)^2}\right)^{1/6}
=0.0758\ \text{bohr}^{-1},
\end{equation}
or 0.143 \AA$^{-1}$. The cutoffs are $r_c=3/0.07577=39.6$ bohr (20.95 \AA) and $k_c=6\times0.07577=0.455$ bohr$^{-1}$.

The predicted number of pairs is $\frac{2\pi}{3}N\rho r_c^3=4.26\times10^7$, and the number of half-space vectors is $k_c^3V/(12\pi^2)=2600$. The two times are
\begin{align}
T_R&=4.26\times10^7\times10\ \text{ns}=0.426\ \text{s},\\
T_K&=2600\times32768\times5\ \text{ns}=0.426\ \text{s},
\end{align}
with the sum $T_{\min}=0.852$ s. Equation (\ref{err}) with $Q/V=\rho$ gives
\begin{equation}
\delta F=2\sqrt{\frac{0.01\times0.07577}{3}}\;e^{-9}=3.9\times10^{-6}\ E_h/\text{bohr}
\end{equation}
per sum, or $2.0\times10^{-4}$ eV/\AA. This value is for uncorrelated charges. In a lattice of alternating charges with random displacements of 0.15 lattice spacings, as used for the counts below, the real-space error is about 0.7 of it and the reciprocal error about one third.

These counts were compared with enumeration in a cubic lattice of alternating charges with random displacements. Neighbours of 100 sampled ions gave $4.26\times10^7$ pairs, and listing the wave vectors gave 2592. For four sizes from 4096 to 110592 ions, $\alpha$ was scanned from 0.8 to 1.25 times (\ref{aopt}) with the counted operations. A parabola fitted to $\ln T$ against $\ln\alpha$, which smooths the steps of the counts, had its vertex within 0.1\% of (\ref{aopt}), and the exponent fitted to the lowest scanned times is 1.502. The counted minima lie below (\ref{tmin}) by about 1\% at the smallest size and by 0.1\% at the largest. This drift accounts for the excess over 1.5. One contribution to it comes from the choice of the lowest value in each scan: the discrete counts scatter about the smooth curve, the minimum favours a downward fluctuation, and the relative scatter shrinks as the spheres fill.

\section{Small boxes and the crossover}

A code that uses the nearest image of each pair needs $r_c\le L/2$. Since $V^2=L^6$, (\ref{aopt}) gives $\alpha_{\rm opt}L=\sqrt\pi(t_rN/t_k)^{1/6}$, and the condition becomes
\begin{equation}
\frac{s}{\alpha_{\rm opt}L}\le\frac12
\quad\Longleftrightarrow\quad
N\ge N_1=\left(\frac{2s}{\sqrt\pi}\right)^6\frac{t_k}{t_r}.
\end{equation}
For the model values $N_1=752$. Near this size an ion just outside $r_c$ and its periodic image on the opposite side both lie in the omitted tail, and their forces partly cancel. The tail integral adds the squared forces of such images as if they were independent and misses this cross term, so it somewhat overestimates the real-space error there. The boundary is a guide for the cost rather than a sharp statement about accuracy. Below $N_1$, either further images are summed or $\alpha$ is raised to $2s/L$, which puts $r_c$ at $L/2$.

Suppose a code keeps $\alpha=2s/L$ at all sizes. Inserting it into the two works gives
\begin{equation}
T_R=\frac{\pi}{12}t_rN^2,\qquad T_K=\frac{16s^6}{3\pi^2}t_kN .
\end{equation}
The number of wave vectors no longer grows, but the pair sum is quadratic. The two terms are equal at $N=N_1$; above it the pair sum dominates.

The penalty follows from a general law. Put $x=\alpha/\alpha_{\rm opt}$. At the optimum each work equals $\sqrt{AB}$, so
\begin{equation}
T=\sqrt{AB}\,(x^{-3}+x^3),\qquad
\frac{T}{T_{\min}}=\cosh(3\ln x).
\label{cosh}
\end{equation}
For $\alpha=2s/L$, $x=(N_1/N)^{1/6}$ and
\begin{equation}
\frac{T}{T_{\min}}=\frac12\left[\left(\frac N{N_1}\right)^{1/2}+\left(\frac{N_1}{N}\right)^{1/2}\right].
\end{equation}
This ratio reaches 2 when $\sqrt{N/N_1}=2+\sqrt3$, that is at $N=13.9\,N_1$, about $10^4$ ions in the model.

The opposite habit is to keep the $\alpha$, and hence the $r_c$, that was optimal for a smaller system of $N_0$ ions at the same density. Then $x=(N/N_0)^{1/6}$, and (\ref{cosh}) gives the same expression with $N_0$ in place of $N_1$. Now the pair work is linear and the wave work quadratic. Carrying $\alpha$ from 4096 to 110592 ions gives $\frac12(\sqrt{27}+1/\sqrt{27})=2.694$; the counted ratio is 2.691.

Near the optimum the cost is flat. An $\alpha$ that is 25\% too large costs 23.3\% more by (\ref{cosh}), and the counted increase at 110592 ions is 23.5\%. If $t_r/t_k$ is misjudged by a factor of 2, $\alpha$ is wrong by $2^{1/6}$, and the loss is $\cosh(\frac12\ln2)-1=6\%$.

\section{Tuning from measured times}

The unit costs depend on the machine and need not be known separately. For a trial $\alpha$, $T_R/T_K=A/(B\alpha^6)$, while $\alpha_{\rm opt}^6=A/B$. Hence
\begin{equation}
\alpha_{\rm opt}=\alpha\left(\frac{T_R}{T_K}\right)^{1/6}.
\end{equation}
One timing of each sum suffices if the times follow $\alpha^{-3}$ and $\alpha^3$. Work independent of $\alpha$ should be left out of both. After the change, $r_c$ and $k_c$ must be reset with the same $s$; changing $\alpha$ alone would change the accuracy.

The derivation also needs a neighbour search whose cost is proportional to the number of pairs found. Linked cells of edge $r_c$ examine a volume $27r_c^3$ instead of $\frac{4\pi}{3}r_c^3$, a factor of 6.4 that can be absorbed in $t_r$ when $L\gg r_c$. A whole number $m$ of cells must fit along a side, so the actual edge is $L/m\ge r_c$ and the factor is $6.4\,(L/mr_c)^3$. It grows as $\alpha^3$ while $m$ is fixed and drops when another cell fits. At the optimum $L/r_c$ grows only as $N^{1/6}$: for 110592 ions $L/r_c=4.59$, $m=4$, and the factor is 9.8. In the worked case $L/r_c=3.75$, so only three cells of edge at least $r_c$ fit along a side and the 27 cells cover the whole box; smaller cells are then needed. Testing all $N(N-1)/2$ distances restores $N^2$ growth, however short the cutoff. If the reciprocal sum is evaluated on a mesh with fast Fourier transforms, $T_K$ is no longer $B\alpha^3$ and neither (\ref{aopt}) nor (\ref{tmin}) applies.

\section{Holding the force error constant}

This section rests on (\ref{err}) and so holds for uncorrelated charges. With correlated charges the dependence of the error on $\alpha$ differs, and the small corrections found below change with it: in the displaced alternating lattice the reciprocal error falls by about 35\% from 4096 to 32768 ions, against 16\% from (\ref{err}). At fixed $s$ and density, (\ref{err}) gives $\delta F\propto\sqrt\alpha\propto N^{-1/12}$. The accuracy improves slightly with size: by 24\% when $N$ grows by 27. If $\delta F$ itself is held constant, $s$ can decrease a little. Differentiating the logarithm of (\ref{err}) at constant $Q/V$,
\begin{equation}
0=\tfrac12\,d\ln\alpha-\tfrac12\,d\ln s-2s^2\,d\ln s,
\end{equation}
because $d(s^2)=2s^2\,d\ln s$. Therefore
\begin{equation}
\frac{d\ln s}{d\ln\alpha}=\varepsilon=\frac{1}{1+4s^2}.
\end{equation}
Since $T_R\propto s^3\alpha^{-3}$ and $T_K\propto s^3\alpha^3$, the minimum now satisfies
\begin{equation}
3(\varepsilon-1)T_R+3(\varepsilon+1)T_K=0,\qquad
\frac{T_K}{T_R}=\frac{1-\varepsilon}{1+\varepsilon}.
\end{equation}
Equal work is thus the optimum at fixed $s$, and an approximation to it at fixed error.

For the exponent, note that $s(\alpha)$ does not depend on $N$ at constant $Q/V$. At fixed $\alpha$ and density, $T_R\propto N$ and $T_K\propto N^2$. The shift of the optimal $\alpha$ with $N$ does not contribute at first order, because $T$ is stationary in $\alpha$. So
\begin{equation}
\frac{d\ln T}{d\ln N}=\frac{T_R+2T_K}{T_R+T_K}
=1+\frac{T_K}{T_R+T_K}=\frac32-\frac\varepsilon2 .
\end{equation}

For 32768 ions, with the error fixed at its value in the worked case, numerical minimisation gives $s=2.9993$ and $\alpha=0.0751$ bohr$^{-1}$, 0.9\% below $\alpha_{\rm opt}$. With $\varepsilon=0.0270$, the predicted work ratio 0.9473 and local exponent 1.4865 agree with the numerical ones to the digits given.

The correction drifts slowly. With $\alpha\propto N^{-1/6}$ and $\varepsilon\simeq1/(4s^2)$, $d(s^2)/d\ln N\simeq-1/12$. A millionfold increase in $N$ lowers $s^2$ by $\ln(10^6)/12=1.15$ in this approximation; keeping the factor $s^{-1/2}$ of (\ref{err}) gives $\Delta s^2+\frac14\Delta\ln s^2=-1.15$, a drop of about 1.1, from 9 to 7.9. The estimate rests on $s^2\gg1$, so it cannot be continued to arbitrarily large $N$ at constant error. At fixed $s$ there is no such limit, and the power $3/2$ stands within the continuum counts. The numerical output that follows lists the main computed values.

\section*{Numbers as computed}
\begin{verbatim}
Madelung constant, Ewald: 1.747565
Madelung constant, direct sum: 1.747565
Random test system: N = 1000, L = 46.416 bohr
  alpha values: 0.2154 and 0.3016 1/bohr
  largest force change with alpha: 2.4e-12 Eh/bohr
  rms error at s = 3, formula: 7.826e-06 Eh/bohr
  rms error, real sum: 7.829e-06 Eh/bohr
  rms error, reciprocal sum: 8.154e-06 Eh/bohr
  rms error, both: 1.057e-05 Eh/bohr
  sqrt(2) * formula: 1.107e-05 Eh/bohr
Model: rho = 0.01 bohr^-3, s = 3, t_r = 10 ns, t_k = 5 ns
Smallest N with r_c <= L/2: 752
Columns: N; alpha_opt formula, counted (1/bohr); r_c (bohr);
  T_min formula, counted (s); real/reciprocal counted work
    4096 0.10716 0.10715 28.00 0.0376 0.0373 0.996
   13824 0.08749 0.08749 34.29 0.2334 0.2321 0.994
   32768 0.07577 0.07578 39.59 0.8519 0.8487 1.003
  110592 0.06187 0.06185 48.49 5.2820 5.2754 0.993
Exponent fitted to counted minimum times: 1.502
Worked case N = 32768: L = 148.53 bohr
  alpha_opt = 0.07577 1/bohr = 0.1432 1/angstrom
  r_c = 39.59 bohr = 20.95 angstrom
  k_c = 0.4546 1/bohr
  pairs, formula: 4.2595e+07
  pairs, counted (sampled): 4.2612e+07
  half-space k vectors, formula: 2600
  half-space k vectors, counted: 2592
  T_real = 0.4259 s, T_recip = 0.4259 s
  T_min = 0.8519 s
  rms force error per sum, formula: 3.92e-06 Eh/bohr = 2.02e-04 eV/angstrom
Cost ratio at 1.25 alpha_opt, N = 110592: formula 1.233, counted 1.235
Cost ratio, alpha kept from N = 4096: formula 2.694, counted 2.691
Constant force error, N = 32768: s = 2.9993, eps = 0.02704
  alpha = 0.07509 1/bohr
  T_recip/T_real: numerical 0.9473, formula 0.9473
  local exponent: numerical 1.4865, formula 1.4865
\end{verbatim}
